Translating spin-density functionals into on-top functionals: two derivations

**Result**

Let n(r) be the electron density of a state and Π(r) its on-top pair density, the density of electron pairs found at one point r. Define

R = 4Π/n².

For a single determinant whose orbitals are each pure spin-up or pure spin-down,

Π = n↑ n↓,  |n↑ − n↓|/n = √(1 − R).

A local exchange-correlation functional of the spin densities can therefore be rewritten, for such determinants, as a functional of n and Π. Multiconfiguration pair-density functional theory carries the rewritten form over to correlated states by defining an effective polarisation

ζ_t = √(1 − R) if R ≤ 1,  ζ_t = 0 if R > 1,

and an on-top functional

E_ot[n,Π] = E_xc[ n(1+ζ_t)/2 , n(1−ζ_t)/2 ].

The first relation is a theorem about determinants. The second is a definition, and for a correlated state an approximation.

**Convention for Π**

Let ψσ(r) remove an electron of spin σ at r. Counting each pair once,

Π(r) = ½ Σσσ′ ⟨ψ†σ ψ†σ′ ψσ′ ψσ⟩,

with all operators at the same r. Equal-spin terms vanish because ψσψσ = 0. The two opposite-spin terms are equal: exchanging the order in ψ↓ψ↑ gives one minus sign, exchanging it in ψ†↑ψ†↓ gives another, and they cancel. The factor ½ then leaves

Π = ⟨ψ†↑ ψ†↓ ψ↓ ψ↑⟩.

If each pair were counted twice, Π would double and R would have to be 2Π/n². Atomic units are used for densities.

**First derivation: independent spins**

Assume a determinant in which every occupied orbital has a definite spin along one common axis. Expand the field operators in orthonormal orbitals that include the occupied ones:

ψ↑ = Σk φk ak↑,  ψ↓ = Σl θl al↓.

The spatial functions φ and θ may differ. Then

Π = Σijkl φi* θj* θl φk ⟨a†i↑ a†j↓ al↓ ak↑⟩.

The operators on the right empty the orbitals k↑ and l↓, which must be occupied. Those on the left must restore the same determinant, or the overlap is zero. The spin-up creator can refill only k↑ and the spin-down creator only l↓, so i = k and j = l. The expectation value is then ⟨a†k↑ a†l↓ al↓ ak↑⟩, the squared norm of a determinant with two electrons removed, which is +1. Hence

Π = (Σk occ |φk|²)(Σl occ |θl|²) = n↑ n↓.

At any point, electrons of opposite spin are uncorrelated in such a determinant.

Now invert. With n = n↑ + n↓ and m = n↑ − n↓,

m² = (n↑ + n↓)² − 4n↑n↓ = n² − 4Π.

Dividing by n² and taking the root gives |m|/n = √(1 − R). The two spin densities are

(n/2)[1 + √(1−R)] and (n/2)[1 − √(1−R)],

the roots of x² − nx + Π = 0. The pair (n,Π) does not say which root belongs to spin up. This does no harm to a local functional E_xc = ∫ e(n↑,n↓) d³r with e(x,y) = e(y,x), since the integrand is the same for either choice at each point.

The limits are plain. If all electrons at r have the same spin, Π = 0, R = 0 and the polarisation is 1. If n↑ = n↓ = n/2, then Π = n²/4, R = 1 and the polarisation is 0.

**Second derivation: the local spin matrix**

Now let the determinant have orthonormal occupied spinors, each with an up and a down component at r:

xi = χi(r,↑),  yi = χi(r,↓).

No common spin axis is assumed. Acting on the determinant |Φ⟩, only occupied spinors contribute to the field operators, so

ψ↓ψ↑|Φ⟩ = Σij yj xi aj ai |Φ⟩.

Collect the two terms belonging to each pair i < j. Since ai aj = −aj ai,

ψ↓ψ↑|Φ⟩ = Σi<j (xi yj − xj yi) aj ai |Φ⟩.

The states aj ai|Φ⟩ for different pairs are orthonormal, because they lack different spinors. The squared norm of the left side is Π, so

Π = Σi<j |xi yj − xj yi|² = ½ Σij |xi yj − xj yi|².

The extension to all i and j is allowed because the summand is symmetric and vanishes at i = j. Multiplying out,

Π = ½ [ 2 Σi|xi|² Σj|yj|² − 2 |Σi xi yi*|² ].

Each of the two cross terms is Σij (xi yi*)(xj yj*)*, which is |Σi xi yi*|². Writing g↑↓ = Σi xi yi*,

Π = n↑n↓ − |g↑↓|².

This is the determinant of the Hermitian local spin matrix

M = [[ n↑ , g↑↓ ], [ g↑↓* , n↓ ]],

whose trace is n. Its eigenvalues λ₊ and λ₋ thus satisfy λ₊ + λ₋ = n and λ₊λ₋ = Π, and

λ₊ − λ₋ = √(n² − 4Π).

To identify this difference, write M = ½(n·1 + m⃗·σ⃗), where σ⃗ are the Pauli matrices. The diagonal gives mz = n↑ − n↓, and the off-diagonal element gives mx² + my² = 4|g↑↓|². Since (m⃗·σ⃗)² = |m⃗|², the eigenvalues are (n ± |m⃗|)/2. Therefore

|m⃗|/n = √(1 − R).

For pure-spin orbitals each i has either xi = 0 or yi = 0, so g↑↓ = 0, and the earlier result returns with |m⃗| = |n↑ − n↓|.

**What each derivation assumes**

Both need a single determinant. Neither needs optimised orbitals or any property of the Hamiltonian.

The first also needs a common spin axis, and yields the factorisation Π = n↑n↓ directly. The second drops that condition. The factorisation then fails wherever g↑↓ ≠ 0, yet √(1−R) survives, now as the length of the magnetisation vector divided by n. The second route also shows that every determinant has R ≤ 1, because |m⃗|² cannot be negative.

Correlation breaks both at an identifiable step. In the first, a state with several configurations can be restored by refilling orbitals other than those emptied. In the second, removing different pairs from different configurations can leave the same remainder, so that amplitudes must be added before squaring. The quantity n² − 4Π then need not equal the square of the magnetisation, and it may be negative.

**Why Π is used for correlated states**

A singlet is unchanged by a half-turn of all spins about the x axis, while the half-turn exchanges n↑ and n↓. So m = 0 at every point of every singlet, including a molecule pulled apart into two open-shell atoms. The true spin densities would feed unpolarised atoms into E_xc.

The on-top density does not have this defect. With the total spin-lowering operator S₋ = ∫ψ†↓ψ↑ d³r,

[S₋,ψ↓] = −ψ↑,  [S₋,ψ↑] = 0,

so [S₋,ψ↓ψ↑] = −ψ↑ψ↑ = 0. The spin-raising operator S₊ commutes with ψ↓ψ↑ in the same way, since ψ↓ψ↓ = 0. Taking adjoints, the on-top operator O = ψ†↑ψ†↓ψ↓ψ↑ commutes with both. For two neighbouring components of a multiplet, |M−1⟩ = S₋|M⟩/√k with S₊S₋|M⟩ = k|M⟩, and

⟨M−1|O|M−1⟩ = ⟨M|S₊S₋O|M⟩/k = ⟨M|O|M⟩.

The density operator, being summed over spin, also commutes with S₋ and S₊. All components of a multiplet therefore share n, Π and ζ_t, although their m differ.

Two separated one-electron atoms show what R measures. A two-electron singlet with normalised, symmetric spatial function F(r₁,r₂) has Π(r) = |F(r,r)|²: the spin function puts half the probability on each assignment of up and down, and the two halves add. Let a and b be real, normalised orbitals that do not overlap.

- Covalent: F = [a(1)b(2) + b(1)a(2)]/√2 gives F(r,r) = √2ab = 0, so R = 0 and ζ_t = 1. Each atom is fully polarised, as a free one-electron atom is.
- Ionic: F = [a(1)a(2) + b(1)b(2)]/√2 gives Π = a⁴/2 and n = a² near the first atom, so R = 2. No real polarisation corresponds to this value, and the rule sets ζ_t = 0.

Where R > 1, the translated spin densities are both n/2 and their product is n²/4, not Π. The excess of Π over n²/4 is discarded there.

**Energy and gradients**

The total energy is

E = V_nn + ⟨T + V_ne⟩ + E_H[n] + E_ot[n,Π],

with nuclear repulsion V_nn, kinetic energy T, nuclear attraction V_ne and the classical Coulomb energy E_H. The expectation values and both densities come from the multiconfigurational state. Even an exact E_xc would not make this formula exact: E_xc in Kohn–Sham theory includes a kinetic correlation part, some of which is already in the ⟨T⟩ of a correlated state.

Generalised-gradient functionals also need ∇n↑ and ∇n↓. For a pure-spin determinant, choosing the majority spin as up locally, m = nζ and

∇m = ζ∇n + n∇ζ.

Differentiating ζ² = 1 − R gives, for ζ ≠ 0,

∇ζ = −∇R/(2ζ),  ∇R = 4∇Π/n² − 8Π∇n/n³.

The translation used here (tPBE below) keeps ζ_t∇n and drops n∇ζ_t. It therefore fails to reproduce a gradient functional even for a determinant, unless ∇ζ = 0. The reason for caution with the dropped term appears in correlated states. If R crosses 1 with finite slope, 1 − R ≈ sx at a small distance x on the side R < 1, with s > 0. Then ζ_t ≈ √(sx), and its derivative ½√(s/x) diverges at the crossing.

**Two configurations and a closed core**

Consider a molecule with doubly occupied core orbitals of total density n_c and active electrons of density n_a. Split each field operator into core and active parts. Then ψ↓ψ↑ removes two core electrons, two active electrons, or one of each. The mixed case has two forms, leaving a spin-up or a spin-down hole in the core. The resulting states are mutually orthogonal, so their squared norms add:

Π = n_c²/4 + (n_c/2)(n_a↑ + n_a↓) + Π_a = n_c²/4 + n_c n_a/2 + Π_a.

Since n² = n_c² + 2n_c n_a + n_a², the core cancels from

n² − 4Π = n_a² − 4Π_a.

It still lowers ζ_t, through the division by n.

Let the active pair occupy real orbitals g and u, even and odd under reflection in the bond's midplane:

F = c₁ g(1)g(2) + c₂ u(1)u(2),  c₁² + c₂² = 1.

Then n_a = 2(c₁²g² + c₂²u²) and Π_a = (c₁g² + c₂u²)². Hence

n_a²/4 − Π_a = (c₁⁴ − c₁²)g⁴ + (c₂⁴ − c₂²)u⁴ + 2c₁²c₂²g²u² − 2c₁c₂g²u².

Normalisation gives c₁⁴ − c₁² = −c₁²c₂², and likewise for c₂. With q = −c₁c₂, positive for a bonding ground state of this type,

n² − 4Π = 8q g²u² − 4q²(g² − u²)².

At dissociation q = ½, and near one atom g² = u² = a²/2, where a is that atom's singly occupied orbital. The right side becomes 4·a⁴/4 = a⁴, so nζ_t = a²: one unpaired electron per atom.

On the midplane u = 0, and the right side is −4q²g⁴. Thus R > 1 wherever g ≠ 0 there, even in a ground state. More generally R > 1 where q(g² − u²)² > 2g²u², which includes the neighbourhood of any nodal surface of one orbital on which the other is nonzero.

**Worked example: F₂**

The molecule was treated by CASSCF(2,2) in the cc-pVDZ basis, with the bonding and antibonding σ orbitals active and eight orbitals doubly occupied. The atom was treated by restricted open-shell Hartree–Fock (ROHF) in the same basis. Functional energies were integrated on atom-centred grids. LSDA denotes local exchange with Perdew–Wang correlation; tLSDA and tPBE are the translated functionals.

Take the bond length 1.40 Å and the point on the axis 0.30 Å from a nucleus, towards the other atom. There n = 0.9659 bohr⁻³ and Π = 0.1692 bohr⁻⁶, so

R = 4 × 0.1692/0.9659² = 0.725,
ζ_t = √(1 − 0.725) = 0.524.

The translated spin densities are 0.4830 × 1.524 = 0.736 and 0.4830 × 0.476 = 0.230 bohr⁻³. The true ones are both 0.483 bohr⁻³, because the state is a singlet.

At the bond midpoint n = 0.2615 bohr⁻³ and Π = 0.01768 bohr⁻⁶, giving R = 1.034. Moving along the axis, R falls through 1 at 0.065 Å from the midpoint. Just beyond the crossing, a fourfold increase of distance doubles ζ_t, as the square-root law requires.

The midplane is not the only place where R exceeds 1. With q = 0.247, the condition for R > 1 reads |u/g| < t or |u/g| > 1/t, where t² + t√(2/q) − 1 = 0, so t = 0.32. On the axis this is also met in thin layers close to each nucleus. There the large core density in n² keeps R − 1 below 10⁻⁶. The layers continue off the axis along the nodal surfaces of g and u, and together hold roughly 3 electrons at 1.40 Å, but R − 1 stays below 10⁻⁴ in them, so the excess has little effect. The larger excesses all lie around the midplane. Counting only regions with R > 1.001, and including core and π density, gives about 0.3 of the 18 electrons at 1.40 Å and about 0.2 at 2.00 Å.

The integral of nζ_t measures the effective polarisation of the whole molecule. Energies are relative to two atoms treated by the same method:

- 1.40 Å: weight c₂² = 0.066, integral 1.24; CASSCF −0.45 eV, tLSDA −2.68 eV, tPBE −2.04 eV.
- 2.00 Å: weight c₂² = 0.297, integral 1.81; CASSCF −0.21 eV, tLSDA −0.72 eV, tPBE −0.53 eV.
- 8.00 Å: weight c₂² = 0.500, integral 2.00; all three 0.00 eV.

The polarisation is already large when the second configuration is light. To leading order in small q, at points where gu ≠ 0, nζ_t ≈ √(8q)|gu|. Since q ≈ |c₂| there, ζ_t grows as the fourth root of the weight c₂².

For tPBE at 1.40 Å the arithmetic is

−199.30575 − 2(−99.61540) = −0.07495 hartree = −2.04 eV.

At 8.00 Å, replacing ζ_t by the true m = 0 raises the energy above that of the two translated atoms by 1.58 eV with LSDA and 1.61 eV with PBE. For LSDA this is the cost of describing two open-shell atoms as unpolarised. For PBE the two translated atoms themselves lie 0.39 eV above the atoms computed with their true spin densities (next paragraph), so measured from the latter the cost is 1.61 + 0.39 = 2.00 eV.

The atom separates the exact part of the translation from the approximate part. With the same ROHF density, LSDA gives −9.7289 hartree from either the true spin densities or (n,Π). PBE gives −10.2975 hartree from the true spin densities but −10.2903 hartree after translation, a rise of 0.0072 hartree, or 0.20 eV per atom. Restoring n∇ζ returns −10.2975 hartree. A binding energy must therefore use translated atoms: taking ordinary PBE atoms as the reference would leave the separated molecule 0.39 eV too high.

These energies belong to a small basis, a two-orbital active space and chosen distances. They omit relativistic and vibrational contributions and are not predictions of the measured bond energy.
